# Static dielectric tensor from Born charges, eigendisplacements and transverse optical frequencies: test program

```python
"""
Result under test, for a crystal with fixed cell volume V:
  eps_static = eps_inf + e^2/(eps0 V) * sum_m Zm Zm^T / omega_m^2
  Zm      = sum over atoms of (Born charge tensor) @ (eigendisplacement)
  omega_m = angular frequency of optical mode m at zero macroscopic field
Eigendisplacements U satisfy sum(mass * U^2) = 1.

Model: every ion has a core and a massless electronic shell. Springs join
shells of different atoms; a further spring binds each shell to its core.
u = core displacement, w = shell displacement relative to its core.
The field in the enthalpy is the macroscopic field.
Working units: eV, angstrom, elementary charge, amu, V/angstrom.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

EPS0 = sc.epsilon_0 / sc.e * 1e-10       # e/(V angstrom)
AMU = sc.atomic_mass
PER_CM = 2 * np.pi * sc.c * 100          # rad/s for one cm^-1

# Model parameters
cell = np.array([[4.0, 0.0, 0.0], [0.4, 4.2, 0.0], [0.2, 0.6, 4.6]])
fractional = np.array([[0, 0, 0], [0.5, 0.5, 0.1], [0.45, 0.1, 0.55]])
names = "ABC"
masses = np.array([40.0, 20.0, 16.0])
ion_charge = np.array([4.0, -2.0, -2.0])
shell_charge = np.array([-1.0, -2.0, -2.0])
shell_spring = np.array([20.0, 10.0, 8.0])
K_REF, D_REF, DECAY, CUTOFF = 5.0, 2.5, 0.5, 5.0
FIELD_STEP, MOVE_STEP = 1e-4, 1e-4
volume = abs(np.linalg.det(cell))
positions = fractional @ cell

# Bonds between different sublattices, each counted once per cell
bond_vectors, incidence = [], []
for i, j in ((0, 1), (0, 2), (1, 2)):
    for image in np.ndindex(5, 5, 5):
        shift = (np.array(image) - 2) @ cell
        vector = positions[j] - positions[i] + shift
        if np.linalg.norm(vector) < CUTOFF:
            row = np.zeros(3)
            row[i], row[j] = -1.0, 1.0
            bond_vectors.append(vector)
            incidence.append(row)
bond_vectors = np.array(bond_vectors)
incidence = np.array(incidence)
rest_length = np.linalg.norm(bond_vectors, axis=1)
bond_spring = K_REF * np.exp(-(rest_length - D_REF) / DECAY)


def dipole(x):
    """Change of cell dipole, in e angstrom."""
    u, w = x.reshape(2, 3, 3)
    return ion_charge @ u + shell_charge @ w


def enthalpy(x, field):
    """Energy minus field times dipole, with its gradient and Hessian."""
    u, w = x.reshape(2, 3, 3)
    d = bond_vectors + incidence @ (u + w)
    length = np.linalg.norm(d, axis=1)
    n = d / length[:, None]
    stretch = length - rest_length
    value = 0.5 * np.sum(bond_spring * stretch**2)
    value += 0.5 * np.sum(shell_spring[:, None] * w**2)
    value -= field @ dipole(x)
    g = incidence.T @ ((bond_spring * stretch)[:, None] * n)
    grad_u = g - ion_charge[:, None] * field
    grad_w = g + shell_spring[:, None] * w - shell_charge[:, None] * field
    nn = n[:, :, None] * n[:, None, :]
    stiff = nn + (stretch / length)[:, None, None] * (np.eye(3) - nn)
    stiff = bond_spring[:, None, None] * stiff
    h = np.einsum("bi,bj,bxy->ixjy", incidence, incidence, stiff)
    h = h.reshape(9, 9)
    hess = np.block([[h, h], [h, h + np.diag(np.repeat(shell_spring, 3))]])
    return value, np.concatenate([grad_u.ravel(), grad_w.ravel()]), hess


SHELLS_ONLY = np.arange(9, 18)
IONS_AND_SHELLS = np.arange(3, 18)       # atom A held to stop translation


def relax(u, field, free):
    x = np.concatenate([np.ravel(u), np.zeros(9)])
    for _ in range(7):
        _, grad, hess = enthalpy(x, field)
        x[free] -= np.linalg.solve(hess[np.ix_(free, free)], grad[free])
    assert np.max(np.abs(enthalpy(x, field)[1][free])) < 1e-11
    return x


def dielectric_from_fields(free):
    """Dielectric tensor from its definition, by opposite small fields."""
    eps = np.eye(3)
    for b in range(3):
        field = FIELD_STEP * np.eye(3)[b]
        plus = dipole(relax(np.zeros(9), field, free))
        minus = dipole(relax(np.zeros(9), -field, free))
        eps[:, b] += (plus - minus) / (2 * FIELD_STEP * volume * EPS0)
    return eps


def solve_modes(force_constants, mass):
    """Return acoustic omega^2, optical omega^2 and optical U."""
    root = np.sqrt(np.repeat(mass, 3))
    dyn = force_constants / np.outer(root, root)
    w2, vectors = np.linalg.eigh(0.5 * (dyn + dyn.T))
    displacement = vectors / root[:, None]
    assert np.max(np.abs(w2[:3])) < 1e-7 and w2[3] > 1e-4
    return w2[:3], w2[3:], displacement[:, 3:]


def angular_frequency(w2):
    """Convert eV/(angstrom^2 amu) to rad/s."""
    return np.sqrt(w2 * sc.e / (1e-20 * AMU))


def mode_terms_si(w2, charges):
    """Dielectric contribution of each mode, evaluated in SI units."""
    strength = np.einsum("am,bm->mab", charges, charges) / AMU
    factor = sc.e**2 / (sc.epsilon_0 * volume * 1e-30)
    return factor * strength / angular_frequency(w2)[:, None, None]**2


# The coded gradient must be the derivative of the coded enthalpy
rng = np.random.default_rng(3)
x_test = 0.02 * rng.standard_normal(18)
field_test = np.array([0.03, -0.02, 0.05])
numeric = np.array([
    (enthalpy(x_test + 1e-5 * v, field_test)[0]
     - enthalpy(x_test - 1e-5 * v, field_test)[0]) / 2e-5
    for v in np.eye(18)])
assert np.allclose(numeric, enthalpy(x_test, field_test)[1], atol=1e-7)

# Direct road: no masses, frequencies or Born charges
eps_inf = dielectric_from_fields(SHELLS_ONLY)
eps_relaxed = dielectric_from_fields(IONS_AND_SHELLS)

# Born charges and force constants from ion displacements at zero field
born = np.zeros((3, 9))
force_constants = np.zeros((9, 9))
zero_field = np.zeros(3)
for column in range(9):
    move = MOVE_STEP * np.eye(9)[column]
    xp = relax(move, zero_field, SHELLS_ONLY)
    xm = relax(-move, zero_field, SHELLS_ONLY)
    born[:, column] = (dipole(xp) - dipole(xm)) / (2 * MOVE_STEP)
    gp = enthalpy(xp, zero_field)[1][:9]
    gm = enthalpy(xm, zero_field)[1][:9]
    force_constants[:, column] = (gp - gm) / (2 * MOVE_STEP)
assert np.allclose(force_constants, force_constants.T, atol=1e-6)

# Born charges again, now as force per unit field on clamped ions
born_force = np.zeros((3, 9))
for a in range(3):
    field = FIELD_STEP * np.eye(3)[a]
    gp = enthalpy(relax(np.zeros(9), field, SHELLS_ONLY), field)[1][:9]
    gm = enthalpy(relax(np.zeros(9), -field, SHELLS_ONLY), -field)[1][:9]
    born_force[a] = -(gp - gm) / (2 * FIELD_STEP)
born_difference = np.max(np.abs(born - born_force))
assert born_difference < 1e-6
born_atoms = born.reshape(3, 3, 3).transpose(1, 0, 2)
sum_rule_error = np.max(np.abs(born_atoms.sum(axis=0)))
assert sum_rule_error < 1e-6

# Mode road
acoustic, w2_to, modes = solve_modes(force_constants, masses)
charges = born @ modes
for m in range(6):
    if charges[np.argmax(np.abs(charges[:, m])), m] < 0:
        modes[:, m] *= -1
        charges[:, m] *= -1
terms = mode_terms_si(w2_to, charges)
lattice = terms.sum(axis=0)
eps_modes = eps_inf + lattice
assert np.allclose(eps_modes, eps_relaxed, atol=1e-5)

# The same sum in other unit systems, each against the relaxed crystal
omega = angular_frequency(w2_to)
wavenumber = omega / PER_CM
bohr = sc.value("Bohr radius")
hartree = sc.value("Hartree energy")
omega_au = sc.hbar * omega / hartree
charges_au = charges * np.sqrt(sc.m_e / AMU)
volume_au = volume * 1e-30 / bohr**3
lattice_au = (4 * np.pi / volume_au
              * (charges_au / omega_au**2) @ charges_au.T)
assert np.allclose(eps_inf + lattice_au, eps_relaxed, atol=1e-5)
charge_esu = 10 * sc.c * sc.e
lattice_cgs = (4 * np.pi * charge_esu**2 / (volume * 1e-24)
               * (charges / omega**2) @ charges.T / (AMU * 1000))
assert np.allclose(eps_inf + lattice_cgs, eps_relaxed, atol=1e-5)
practical = sc.e**2 / (sc.epsilon_0 * 1e-30 * AMU * PER_CM**2)
lattice_practical = (practical / volume
                     * (charges / wavenumber**2) @ charges.T)
assert np.allclose(eps_inf + lattice_practical, eps_relaxed, atol=1e-5)

# Change one mass: modes change, static sum must not
new_masses = masses * np.array([1.0, 2.0, 1.0])
_, w2_new, modes_new = solve_modes(force_constants, new_masses)
terms_new = mode_terms_si(w2_new, born @ modes_new)
assert np.max(np.abs(w2_new / w2_to - 1)) > 0.01
assert np.allclose(terms_new.sum(axis=0), lattice, atol=1e-5)

# Vibrations with zero longitudinal electric displacement along q
q = np.array([1.0, 2.0, 2.0]) / 3


def gradient_zero_d(move):
    def longitudinal_d(strength):
        x = relax(move, strength * q, SHELLS_ONLY)
        return EPS0 * volume * strength + q @ dipole(x)
    strength = brentq(longitudinal_d, -0.01, 0.01, xtol=1e-15)
    x = relax(move, strength * q, SHELLS_ONLY)
    return enthalpy(x, strength * q)[1][:9]


constants_zero_d = np.column_stack([
    (gradient_zero_d(MOVE_STEP * v) - gradient_zero_d(-MOVE_STEP * v))
    / (2 * MOVE_STEP) for v in np.eye(9)])
_, w2_zero_d, _ = solve_modes(constants_zero_d, masses)
frequency_ratio = np.prod(w2_zero_d / w2_to)
dielectric_ratio = (q @ eps_relaxed @ q) / (q @ eps_inf @ q)
assert abs(frequency_ratio / dielectric_ratio - 1) < 1e-5


def row(values, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in values)


def six(t):
    return row([t[0, 0], t[1, 1], t[2, 2], t[1, 2], t[0, 2], t[0, 1]])


for k in range(3):
    print(f"cell vector {k + 1} (angstrom):", row(cell[k], 1))
print(f"cell volume: {volume:.3f} angstrom^3")
for k in range(3):
    print(f"atom {names[k]} fractional position:", row(fractional[k], 2))
print("masses A B C (amu):", row(masses, 1))
print("ion charges A B C (e):", row(ion_charge, 1))
print("shell charges A B C (e):", row(shell_charge, 1))
print("core-shell springs A B C (eV/angstrom^2):", row(shell_spring, 1))
print(f"bond spring at {D_REF} angstrom: {K_REF} eV/angstrom^2")
print(f"spring decay length, cutoff: {DECAY}, {CUTOFF} angstrom")
print("bonds per cell:", len(rest_length))
print(f"field step: {FIELD_STEP:.0e} V/angstrom")
print(f"displacement step: {MOVE_STEP:.0e} angstrom")
for k in range(3):
    for a in range(3):
        print(f"Born charge {names[k]}, P along {'xyz'[a]} (e):",
              row(born_atoms[k, a]))
print(f"largest Born-charge sum: {sum_rule_error:.1e} e")
print(f"Born charge, dipole minus force: {born_difference:.1e} e")
for m in range(6):
    print(f"mode {m + 1}: {wavenumber[m]:.2f} cm^-1; charge (e/sqrt(amu)):",
          row(charges[:, m], 5))
for m in range(6):
    print(f"mode {m + 1} delta eps xx yy zz:", row(np.diag(terms[m])))
strong = int(np.argmax(np.trace(terms, axis1=1, axis2=2)))
print("strongest mode by trace:", strong + 1)
for k in range(3):
    print(f"its U on {names[k]} (amu^-1/2):",
          row(modes[3 * k:3 * k + 3, strong], 5))
print(f"practical factor A: {practical:.6e} cm^-2 angstrom^3 amu")
print("tensor order below: xx yy zz yz xz xy (dimensionless)")
print("eps_inf:", six(eps_inf))
print("lattice sum:", six(lattice))
print("static eps, modes:", six(eps_modes))
print("static eps, relaxed:", six(eps_relaxed))
print(f"largest difference: {np.max(np.abs(eps_modes-eps_relaxed)):.1e}")
print("mass B doubled, modes (cm^-1):",
      row(angular_frequency(w2_new) / PER_CM, 2))
print("mass B doubled, lattice sum:", six(terms_new.sum(axis=0)))
print("direction q:", row(q))
print("zero-D modes along q (cm^-1):",
      row(angular_frequency(w2_zero_d) / PER_CM, 2))
print(f"product of squared frequency ratios: {frequency_ratio:.6f}")
print(f"static/eps_inf ratio along q: {dielectric_ratio:.6f}")
print("success")
```

Running it gives:

```
cell vector 1 (angstrom): 4.0 0.0 0.0
cell vector 2 (angstrom): 0.4 4.2 0.0
cell vector 3 (angstrom): 0.2 0.6 4.6
cell volume: 77.280 angstrom^3
atom A fractional position: 0.00 0.00 0.00
atom B fractional position: 0.50 0.50 0.10
atom C fractional position: 0.45 0.10 0.55
masses A B C (amu): 40.0 20.0 16.0
ion charges A B C (e): 4.0 -2.0 -2.0
shell charges A B C (e): -1.0 -2.0 -2.0
core-shell springs A B C (eV/angstrom^2): 20.0 10.0 8.0
bond spring at 2.5 angstrom: 5.0 eV/angstrom^2
spring decay length, cutoff: 0.5, 5.0 angstrom
bonds per cell: 20
field step: 1e-04 V/angstrom
displacement step: 1e-04 angstrom
Born charge A, P along x (e): 3.3236 0.0494 0.0573
Born charge A, P along y (e): 0.0567 3.5335 -0.0186
Born charge A, P along z (e): 0.0518 -0.0040 3.5131
Born charge B, P along x (e): -1.6830 -0.0496 -0.0153
Born charge B, P along y (e): -0.0788 -1.7085 0.0489
Born charge B, P along z (e): 0.0068 -0.0097 -1.9597
Born charge C, P along x (e): -1.6406 0.0003 -0.0420
Born charge C, P along y (e): 0.0221 -1.8250 -0.0303
Born charge C, P along z (e): -0.0585 0.0136 -1.5534
largest Born-charge sum: 4.2e-11 e
Born charge, dipole minus force: 1.8e-10 e
mode 1: 156.10 cm^-1; charge (e/sqrt(amu)): -0.02664 0.50272 -0.44167
mode 2: 188.05 cm^-1; charge (e/sqrt(amu)): 0.17952 0.45493 0.57746
mode 3: 201.45 cm^-1; charge (e/sqrt(amu)): 0.15383 0.23319 0.09592
mode 4: 237.70 cm^-1; charge (e/sqrt(amu)): 0.67211 0.03212 -0.21746
mode 5: 253.39 cm^-1; charge (e/sqrt(amu)): -0.26481 0.38142 -0.19437
mode 6: 291.69 cm^-1; charge (e/sqrt(amu)): -0.08908 0.07938 0.16998
mode 1 delta eps xx yy zz: 0.0185 6.6036 5.0972
mode 2 delta eps xx yy zz: 0.5803 3.7265 6.0041
mode 3 delta eps xx yy zz: 0.3713 0.8532 0.1444
mode 4 delta eps xx yy zz: 5.0908 0.0116 0.5329
mode 5 delta eps xx yy zz: 0.6954 1.4427 0.3746
mode 6 delta eps xx yy zz: 0.0594 0.0472 0.2162
strongest mode by trace: 1
its U on A (amu^-1/2): -0.00097 0.06052 -0.05861
its U on B (amu^-1/2): -0.04537 0.00352 0.10680
its U on C (amu^-1/2): 0.05913 -0.15569 0.01303
practical factor A: 4.920643e+07 cm^-2 angstrom^3 amu
tensor order below: xx yy zz yz xz xy (dimensionless)
eps_inf: 2.9448 3.0401 3.0011 -0.0030 0.0250 0.0173
lattice sum: 6.8157 12.6848 12.3695 -1.4335 1.1555 0.8721
static eps, modes: 9.7605 15.7249 15.3706 -1.4365 1.1805 0.8894
static eps, relaxed: 9.7605 15.7249 15.3706 -1.4365 1.1805 0.8894
largest difference: 2.9e-08
mass B doubled, modes (cm^-1): 137.84 158.42 187.40 206.89 225.23 273.46
mass B doubled, lattice sum: 6.8157 12.6848 12.3695 -1.4335 1.1555 0.8721
direction q: 0.3333 0.6667 0.6667
zero-D modes along q (cm^-1): 156.16 199.88 236.88 253.25 288.18 421.99
product of squared frequency ratios: 4.803830
static/eps_inf ratio along q: 4.803830
success
```
